# Left and right eigenvectors of the transcorrelated Hamiltonian: cusps and expectation values: a numerical check

```python
"""
Result under test: for Hbar = exp(-tau) H exp(tau), with real multiplicative tau,
the left eigenvector is L = exp(2 tau) R, where R is the right eigenvector.
With wavefunction cusp slope c and correlator slope a, R has slope c-a and L has c+a.
Expectation values are <L|exp(-tau) O exp(tau)|R>/<L|R>.

System: two electrons in a harmonic trap, Hartree atomic units.
r = interelectronic distance, omega = trap frequency,
tau(r) = (1-exp(-gamma r))/(2 gamma), l = relative angular momentum.
Relative Hamiltonian: -Laplacian + omega^2 r^2/4 + 1/r.
Radial functions f(r) multiply r^l Y_lm; primes are r derivatives.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eig, eigh

omega, gamma = 0.5, 0.5

# Radial quadrature; the first four points have zero weight and serve for output.
nodes, node_weights = np.polynomial.legendre.leggauss(800)
r_max = 40.0
r = np.concatenate(([0.0, 1.0, 2.0, 4.0], 0.5 * r_max * (nodes + 1)))
w = np.concatenate((np.zeros(4), 0.5 * r_max * node_weights))
tau = (1 - np.exp(-gamma * r)) / (2 * gamma)
tau1 = 0.5 * np.exp(-gamma * r)
tau2 = -0.5 * gamma * np.exp(-gamma * r)
volume = w * r**2


def make_basis(x, dx, size, l=0):
    """Orthonormal polynomials in x times a Gaussian, with derivatives."""
    measure = w * r**(2 * l + 2)
    f = np.exp(-omega * r**2 / 4)
    df = -omega * r / 2 * f
    norm = np.sqrt(np.sum(measure * f**2))
    f, df = f / norm, df / norm
    old, dold, beta = np.zeros_like(r), np.zeros_like(r), 0.0
    values, slopes = [], []
    for _ in range(size):
        values.append(f)
        slopes.append(df)
        alpha = np.sum(measure * x * f**2)
        new = (x - alpha) * f - beta * old
        dnew = (x - alpha) * df + dx * f - beta * dold
        beta = np.sqrt(np.sum(measure * new**2))
        old, dold, f, df = f, df, new / beta, dnew / beta
    values, slopes = np.array(values), np.array(slopes)
    overlap = (values * measure) @ values.T
    assert np.max(abs(overlap - np.eye(size))) < 1e-8
    return values, slopes


def bracket(bra, dbra, ket, dket, sign=1, l=0, potential=1):
    """Matrix elements; sign 1: Hbar, -1: its adjoint, 0: H.
    potential=0 leaves only the (transformed) kinetic operator."""
    m = w * r**(2 * l + 2)
    m_over_r = w * r**(2 * l + 1)
    local = m_over_r * (potential - 2 * sign * (l + 1) * tau1)
    local = local - m * (sign * tau2 + sign**2 * tau1**2)
    local = local + potential * m * omega**2 * r**2 / 4
    return ((dbra * m) @ dket.T - 2 * sign * (bra * m * tau1) @ dket.T
            + (bra * local) @ ket.T)


def eigenpairs(matrix):
    values, left, right = eig(matrix, left=True, right=True)
    order = np.argsort(values.real)
    assert np.max(abs(values[order[:2]].imag)) < 1e-10
    return values[order].real, left[:, order].real, right[:, order].real


def inner(f, g):
    return np.sum(volume * f * g)


def size_of(f):
    return np.sqrt(inner(f, f))


# Six-dimensional check of the explicit operators and of the total energy.
xyz = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
distance = sp.sqrt(sum((xyz[i] - xyz[i + 3])**2 for i in range(3)))
g = sp.Rational(1, 2)
square_sum = sum(q**2 for q in xyz)
tau_6d = (1 - sp.exp(-g * distance)) / (2 * g)
psi_6d = (1 + distance / 2) * sp.exp(-square_sum / 4)
point = dict(zip(xyz, [0.3, -0.2, 0.5, -0.4, 0.6, 0.1]))
local_energies = []
for sign in (0, 1, -1):
    f = sp.exp(-sign * tau_6d) * psi_6d
    action = (square_sum / 8 + 1 / distance) * f
    for q in xyz:
        t1, t2 = sp.diff(tau_6d, q), sp.diff(tau_6d, q, 2)
        action += (-sp.diff(f, q, 2) / 2 - sign * t1 * sp.diff(f, q)
                   - (sign * t2 + sign**2 * t1**2) * f / 2)
    local_energies.append(float(action.subs(point).evalf())
                          / float(f.subs(point).evalf()))
assert np.allclose(local_energies, 2.0, atol=1e-10)

# Diagonalization in a basis that permits odd powers of r.
chi, dchi = make_basis(r, np.ones_like(r), 30)
H_matrix = bracket(chi, dchi, chi, dchi, sign=0)
Hbar = bracket(chi, dchi, chi, dchi)
Hbar_adjoint = bracket(chi, dchi, chi, dchi, sign=-1)
assert np.max(abs(Hbar.T - Hbar_adjoint)) < 1e-7
assert np.max(abs(Hbar - Hbar.T)) > 1e-2
E_H, vectors_H = eigh(0.5 * (H_matrix + H_matrix.T))
E_tc, left, right = eigenpairs(Hbar)
assert abs(E_tc[0] - 1.25) < 1e-7 and np.allclose(E_tc[:2], E_H[:2], atol=1e-6)


def state(vector, values, slopes):
    f, df = vector @ values, vector @ slopes
    return f / f[0], df / f[0]


P, dP = state(vectors_H[:, 0], chi, dchi)
R, dR = state(right[:, 0], chi, dchi)
L, dL = state(left[:, 0], chi, dchi)
R1, _ = state(right[:, 1], chi, dchi)
inside = r < 6
ratio_error = np.max(abs(L[inside] / R[inside] / np.exp(2 * tau[inside]) - 1))
assert ratio_error < 1e-5
assert np.allclose([dP[0], dR[0], dL[0]], [0.5, 0, 1], atol=1e-5)

# Triplet pair, p wave, with the same correlator.
chi_p, dchi_p = make_basis(r, np.ones_like(r), 30, l=1)
E_p, left_p, right_p = eigenpairs(bracket(chi_p, dchi_p, chi_p, dchi_p, l=1))
Rp, dRp = state(right_p[:, 0], chi_p, dchi_p)
Lp, dLp = state(left_p[:, 0], chi_p, dchi_p)
assert np.allclose([dRp[0], dLp[0]], [-0.25, 0.75], atol=1e-5)
assert np.allclose(Lp[inside] / Rp[inside], np.exp(2 * tau[inside]), rtol=1e-5)

# Biorthogonality through the metric exp(2 tau).
overlap_plain = inner(R, R1) / (size_of(R) * size_of(R1))
overlap_metric = inner(np.exp(2 * tau) * R, R1) / (size_of(L) * size_of(R1))
assert abs(overlap_metric) < 1e-6 and abs(overlap_plain) > 1e-3

# Expectation values: quadrature over the exact wavefunction is the reference.
psi = lambda s: (1 + s / 2) * np.exp(-s**2 / 8)
dpsi = lambda s: (0.5 - s / 4 * (1 + s / 2)) * np.exp(-s**2 / 8)
integrate = lambda f: quad(f, 0, 30, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
norm_exact = integrate(lambda s: s**2 * psi(s)**2)
table = []
for name, power in (("r [bohr]", 1), ("r^2 [bohr^2]", 2), ("1/r [1/bohr]", -1)):
    exact = integrate(lambda s: s**(2 + power) * psi(s)**2) / norm_exact
    weight = w * r**(2 + power)
    values = [np.sum(weight * a * b) / inner(a, b)
              for a, b in ((L, R), (R, R), (L, L))]
    assert abs(values[0] - exact) < 1e-6
    assert min(abs(values[1] - exact), abs(values[2] - exact)) > 1e-3
    table.append((name, exact, *values))
T_exact = integrate(lambda s: s**2 * dpsi(s)**2) / norm_exact
pair = (L[None], dL[None], R[None], dR[None])
T_bi = bracket(*pair, potential=0)[0, 0] / inner(L, R)
T_bare = bracket(*pair, sign=0, potential=0)[0, 0] / inner(L, R)
assert abs(T_bi - T_exact) < 1e-6 and abs(T_bare - T_exact) > 1e-3

# Short-range expansion coefficients of the exact transformed functions.
s = sp.symbols("s", nonnegative=True)
tau_s = (1 - sp.exp(-g * s)) / (2 * g)
psi_s = (1 + s / 2) * sp.exp(-s**2 / 8)
coefficients = {}
for name, sign in (("Psi", 0), ("R", -1), ("L", 1)):
    f = sp.exp(sign * tau_s) * psi_s
    coefficients[name] = [float(sp.diff(f, s, k).subs(s, 0) / sp.factorial(k))
                          for k in (1, 2, 3)]
assert abs(coefficients["R"][0]) < 1e-14 and abs(coefficients["R"][2]) > 1e-3

# Smooth basis, even powers only: projection errors of the exact functions.
smooth, dsmooth = make_basis(r**2, 2 * r, 40)
Px, dPx = psi(r), dpsi(r)
Rx, dRx = np.exp(-tau) * Px, np.exp(-tau) * (dPx - tau1 * Px)
Lx, dLx = np.exp(tau) * Px, np.exp(tau) * (dPx + tau1 * Px)
projection = []
for n in (10, 20, 40):
    b = smooth[:n]
    projection.append([n] + [size_of(f - ((b * volume) @ f) @ b)
                             for f in (Px, Rx, Lx)])
assert abs(projection[-1][3] / projection[-1][1] - 2) < 0.1
assert all(row[2] < 0.1 * row[1] for row in projection)

# Ten smooth functions: approximate eigenvectors and the bilinear energy error.
b, db = smooth[:10], dsmooth[:10]
H_small = bracket(b, db, b, db, sign=0)
E_small_H = eigh(0.5 * (H_small + H_small.T), eigvals_only=True)[0]
M = bracket(b, db, b, db)
E_small, vl, vr = eigenpairs(M)
Ra, dRa = vr[:, 0] @ b, vr[:, 0] @ db
La, dLa = vl[:, 0] @ b, vl[:, 0] @ db
scale_R = inner(Lx, Rx) / inner(Lx, Ra)
scale_L = inner(Lx, Rx) / inner(La, Rx)
Ra, dRa, La, dLa = scale_R * Ra, scale_R * dRa, scale_L * La, scale_L * dLa
eR, deR, eL, deL = Ra - Rx, dRa - dRx, La - Lx, dLa - dLx
bilinear = (bracket(eL[None], deL[None], eR[None], deR[None])[0, 0]
            - 1.25 * inner(eL, eR)) / inner(La, Ra)
assert abs(bilinear - (E_small[0] - 1.25)) < 1e-9
mapped = np.exp(2 * tau) * Ra
mapped *= inner(mapped, La) / inner(mapped, mapped)
violation = size_of(La - mapped) / size_of(La)
assert violation > 1e-5

# Energy derivative with respect to an added lambda r^2, same finite basis.
X = (b * volume * r**2) @ b.T
step = 1e-5
derivative = (eigenpairs(M + step * X)[0][0]
              - eigenpairs(M - step * X)[0][0]) / (2 * step)
r2_small = inner(La, r**2 * Ra) / inner(La, Ra)
assert abs(derivative - r2_small) < 1e-5

print(f"trap frequency omega = {omega} hartree; gamma = {gamma} 1/bohr")
print("total local energy at a 6D point [hartree], H, Hbar, adjoint:",
      *[f"{e:.8f}" for e in local_energies])
print(f"relative energy from Hbar, 30 functions = {E_tc[0]:.8f} hartree")
print(f"first excited relative s energy = {E_tc[1]:.6f} hartree")
print(f"s-wave cusp slopes [1/bohr]: Psi {dP[0]:.5f}, "
      f"R {abs(dR[0]):.5f} (magnitude), L {dL[0]:.5f}")
print(f"p-wave cusp slopes [1/bohr]: R {dRp[0]:.5f}, L {dLp[0]:.5f}")
print(f"p-wave relative energy = {E_p[0]:.6f} hartree")
print("r [bohr], R, L, L/R, exp(2 tau) (dimensionless functions)")
for i in range(4):
    print(f"  {r[i]:.1f} {R[i]:.6f} {L[i]:.6f} {L[i]/R[i]:.6f} "
          f"{np.exp(2*tau[i]):.6f}")
print(f"largest relative deviation of L/R for r < 6 bohr = {ratio_error:.1e}")
print("coefficients of r, r^2, r^3 [bohr^-1, bohr^-2, bohr^-3]")
for name, c in coefficients.items():
    print(f"  {name}: {c[0]:.6f} {c[1]:.6f} {c[2]:.6f}")
print(f"normalized overlap <R0|R1> = {overlap_plain:.6f}")
print(f"normalized |<R0|exp(2 tau)|R1>| = {abs(overlap_metric):.1e}")
print("expectation values: exact, <L|O|R>, <R|O|R>, <L|O|L>")
for row in table:
    print(f"  {row[0]}: " + " ".join(f"{v:.6f}" for v in row[1:]))
print(f"relative kinetic energy [hartree]: exact {T_exact:.6f}, "
      f"transformed {T_bi:.6f}, untransformed {T_bare:.6f}")
print("smooth-basis projection error norms [bohr^(3/2)]: n, Psi, R, L")
for row in projection:
    print(f"  {row[0]} {row[1]:.3e} {row[2]:.3e} {row[3]:.3e}")
print(f"L/Psi error ratio at n=40 = {projection[-1][3]/projection[-1][1]:.4f}")
print("ten smooth functions:")
print(f"  energy error of H = {E_small_H-1.25:.3e} hartree")
print(f"  energy error of Hbar = {E_small[0]-1.25:.3e} hartree")
print(f"  bilinear formula for the latter = {bilinear:.3e} hartree")
print(f"  relative error norms: R {size_of(eR)/size_of(Rx):.3e}, "
      f"L {size_of(eL)/size_of(Lx):.3e}")
print(f"  relative violation of L = exp(2 tau) R = {violation:.3e}")
print(f"  biorthogonal r^2 = {r2_small:.6f} bohr^2")
print(f"  energy derivative = {derivative:.6f} bohr^2")
print("ALL CHECKS PASSED")
```

Output:

```
trap frequency omega = 0.5 hartree; gamma = 0.5 1/bohr
total local energy at a 6D point [hartree], H, Hbar, adjoint: 2.00000000 2.00000000 2.00000000
relative energy from Hbar, 30 functions = 1.25000000 hartree
first excited relative s energy = 2.190117 hartree
s-wave cusp slopes [1/bohr]: Psi 0.50000, R 0.00000 (magnitude), L 1.00000
p-wave cusp slopes [1/bohr]: R -0.25000, L 0.75000
p-wave relative energy = 1.609657 hartree
r [bohr], R, L, L/R, exp(2 tau) (dimensionless functions)
  0.0 1.000000 1.000000 1.000000 1.000000
  1.0 0.893147 1.961941 2.196661 2.196661
  2.0 0.644698 2.282492 3.540405 3.540405
  4.0 0.171007 0.963943 5.636873 5.636873
largest relative deviation of L/R for r < 6 bohr = 2.9e-12
coefficients of r, r^2, r^3 [bohr^-1, bohr^-2, bohr^-3]
  Psi: 0.500000 -0.125000 -0.062500
  R: 0.000000 -0.125000 0.020833
  L: 1.000000 0.125000 -0.145833
normalized overlap <R0|R1> = 0.259978
normalized |<R0|exp(2 tau)|R1>| = 1.2e-14
expectation values: exact, <L|O|R>, <R|O|R>, <L|O|L>
  r [bohr]: 2.684659 2.684659 2.399060 2.935316
  r^2 [bohr^2]: 8.210227 8.210227 6.761800 9.595842
  1/r [1/bohr]: 0.447443 0.447443 0.529439 0.393187
relative kinetic energy [hartree]: exact 0.289418, transformed 0.289418, untransformed 0.262889
smooth-basis projection error norms [bohr^(3/2)]: n, Psi, R, L
  10 2.168e-02 4.858e-04 4.461e-02
  20 8.766e-03 1.263e-04 1.773e-02
  40 3.615e-03 2.957e-05 7.267e-03
L/Psi error ratio at n=40 = 2.0099
ten smooth functions:
  energy error of H = 4.887e-04 hartree
  energy error of Hbar = -1.897e-05 hartree
  bilinear formula for the latter = -1.897e-05 hartree
  relative error norms: R 2.506e-04, L 5.269e-03
  relative violation of L = exp(2 tau) R = 5.449e-03
  biorthogonal r^2 = 8.209588 bohr^2
  energy derivative = 8.209588 bohr^2
ALL CHECKS PASSED
```
